\section*{Critical thickness for channel cracking of an elastically matched tensile film}

\section*{Question}

A brittle film of thickness $h$ is bonded to a much thicker substrate with the same elastic constants. Before cracking, the film carries uniform equibiaxial tension $\sigma$; the stress in the thick substrate is negligible. A long, isolated crack cuts through the film, stops at the interface and extends sideways in steady state. Both materials are linear elastic and the bond holds. Let $x$ be depth below the free surface, $y$ the direction normal to the crack, and $E'=E/(1-\nu^2)$. The data are $\sigma=200$ MPa, $E'=80$ GPa and film fracture energy $\Gamma=5$ J/m$^2$.

\begin{enumerate}
\item[(a)] Relate the steady-state energy release rate $G_{ss}$ to the edge-crack factor $F$, defined by $K=F\sigma\sqrt{\pi a}$ for a crack of depth $a$ in a half-plane under tension $\sigma$.
\item[(b)] Derive the integral equation for the edge crack.
\item[(c)] Explain how its solution gives $F$, and evaluate $G_{ss}$.
\item[(d)] Find the critical thickness and its sensitivity to the data.
\item[(e)] What must the substrate's fracture energy be for the crack to stop at the interface? What changes if the substrate is as brittle as the film?
\item[(f)] Assess the result for a silica-like glass film on a high-strength aluminium alloy.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Energy release}

In steady state the field around the front moves with it unchanged. An advance $d\ell$ therefore replaces a length $d\ell$ of uncracked slice, far ahead, by the same length of cracked slice, far behind. In the cracked slice the film faces have lost their traction $\sigma$ while opening by $\delta(x)$. The response is linear, so the energy released per unit length is
\begin{equation}
G_{ss}h=\frac{\sigma}{2}\int_0^h\delta(x)\,dx .
\end{equation}
The same slice can be made by deepening a crack from $0$ to $h$. Elastic energy depends on the end states alone, so
\begin{equation}
G_{ss}h=\int_0^hG(a)\,da .
\end{equation}
The field added by this crack has face traction $-\sigma$ over $0<x<a\le h$ and is uniform along the crack, hence plane strain. It is the added field of an edge crack in a half-plane under uniform tension. With $G=K^2/E'$,
\begin{equation}
G_{ss}=\frac1h\int_0^h\frac{\pi F^2\sigma^2a}{E'}\,da
=Z\frac{\sigma^2h}{E'},\qquad Z=\frac{\pi F^2}{2}.
\end{equation}

\subsection*{(b) Integral equation}

Build the opening from dislocations of strength $b$ along $y$. For one at the origin of an infinite body, with $r^2=x^2+y^2$, take
\begin{equation}
\sigma_{xx}=\frac{Dx(x^2-y^2)}{r^4},\quad
\sigma_{yy}=\frac{Dx(x^2+3y^2)}{r^4},\quad
\sigma_{xy}=\frac{Dy(x^2-y^2)}{r^4}.
\end{equation}
Equilibrium holds, because
\begin{align}
\partial_x\sigma_{xx}&=-\partial_y\sigma_{xy}=D(-x^4+6x^2y^2-y^4)/r^6,\\
\partial_x\sigma_{xy}&=-\partial_y\sigma_{yy}=Dxy(6y^2-2x^2)/r^6 .
\end{align}
Compatibility holds because $\sigma_{xx}+\sigma_{yy}=2Dx/r^2$ is harmonic.

To find $D$, put $\nu'=\nu/(1-\nu)$, so that $E'\varepsilon_{yy}=(1+\nu')\sigma_{yy}-\nu'(\sigma_{xx}+\sigma_{yy})$. Along a line of fixed $x>0$, $\int\sigma_{yy}dy=2\pi D$ and $\int(\sigma_{xx}+\sigma_{yy})dy=2\pi D$, so the elongation is $2\pi D/E'$. For $x<0$ it is $-2\pi D/E'$, plus the opening $b$ of the cut. The two totals agree, since distortions vanish at $y=\pm\infty$. Thus $D=E'b/(4\pi)$.

Place $b$ at depth $t$ and $-b$ at the mirror point $-t$. On $y=0$ they give $\sigma_{yy}=D[1/(x-t)-1/(x+t)]$. On the surface $x=0$, at $y=s$, their shear stresses cancel, but a normal stress remains:
\begin{equation}
\sigma_{xx}=-2D\,\frac{t(t^2-s^2)}{(t^2+s^2)^2}.
\end{equation}
It is removed by applying the opposite stress $p(s)$ to the half-plane.

A normal line load $P$ produces $\sigma_{rr}=(2P/\pi)\cos\theta/r$, with $\theta$ measured from the inward normal and the other components zero. This satisfies equilibrium, has a harmonic trace, leaves the rest of the surface free, and carries the force $\int_{-\pi/2}^{\pi/2}\sigma_{rr}\cos\theta\,r\,d\theta=P$. At depth $x$ on $y=0$, a load at distance $s$ gives $\sigma_{yy}=\sigma_{rr}\sin^2\theta=(2P/\pi)xs^2/(x^2+s^2)^2$. The correction is therefore
\begin{equation}
C=\frac2\pi\int_{-\infty}^{\infty}p(s)\frac{xs^2}{(x^2+s^2)^2}\,ds .
\end{equation}
Both factors are derivatives of simpler ones:
\begin{align}
\frac{t(t^2-s^2)}{(t^2+s^2)^2}&=-t\,\partial_t\frac{t}{t^2+s^2},\\
\frac{xs^2}{(x^2+s^2)^2}&=\frac12(1+x\partial_x)\frac{x}{x^2+s^2}.
\end{align}
Partial fractions give
\begin{equation}
\int_{-\infty}^{\infty}\frac{xt\,ds}{(x^2+s^2)(t^2+s^2)}
=\frac{xt}{t^2-x^2}\left(\frac{\pi}{x}-\frac{\pi}{t}\right)=\frac{\pi}{x+t}.
\end{equation}
Since $(1+x\partial_x)(x+t)^{-1}=t/(x+t)^2$,
\begin{equation}
C=-2Dt\,\partial_t\frac{t}{(x+t)^2}
=D\left[-\frac{2t}{(x+t)^2}+\frac{4t^2}{(x+t)^3}\right].
\end{equation}
Now let $b(t)=-d\delta/dt$ be a density. Zero total traction on the crack requires
\begin{equation}
\sigma+\frac{E'}{4\pi}\int_0^ab(t)\,k(x,t)\,dt=0,
\end{equation}
\begin{equation}
k=\frac1{x-t}-\frac1{x+t}-\frac{2t}{(x+t)^2}+\frac{4t^2}{(x+t)^3},
\end{equation}
with a principal value at $t=x$.

\subsection*{(c) Solution}

Set $a=1$ and $B=E'b/(4\pi\sigma)$, so that $\int_0^1Bk\,dt=-1$. At the tip the density has an inverse-square-root singularity, so write $B=\phi(t)/\sqrt{1-t}$. At a small distance $\rho$ ahead of the tip, the substitution $q^2=1-t$ gives
\begin{equation}
\sigma_{yy}\simeq2\sigma\phi(1)\int_0^\infty\frac{dq}{\rho+q^2}
=\frac{\pi\sigma\phi(1)}{\sqrt\rho}.
\end{equation}
Then $K=\sigma_{yy}\sqrt{2\pi\rho}=\sqrt2\,\pi^{3/2}\sigma\phi(1)$, and division by $\sigma\sqrt\pi$ gives $F=\sqrt2\,\pi\phi(1)$.

Take $\phi$ as a polynomial with $N$ coefficients and impose the equation at $x_j=\frac12\{1-\cos[\pi(j-\frac12)/N]\}$, $j=1,\dots,N$. In the singular term, replace $\phi(t)$ by $[\phi(t)-\phi(x)]+\phi(x)$. The bracket gives a regular integral; the rest uses, with $c=\sqrt{1-x}$,
\begin{equation}
\mathrm{PV}\!\int_0^1\!\frac{dt}{\sqrt{1-t}\,(x-t)}
=2\,\mathrm{PV}\!\int_0^1\!\frac{dq}{q^2-c^2}
=\frac1c\ln\frac{1-c}{1+c}.
\end{equation}
Solving the $N$ linear equations gives $F=1.1215$; going from $N=12$ to $24$ changes it by $8\times10^{-7}$. Hence
\begin{equation}
Z=\frac{\pi}{2}(1.1215)^2=1.976,\qquad G_{ss}=1.976\,\frac{\sigma^2h}{E'} .
\end{equation}

The opening supplies a second value. Integration by parts gives $\int_0^1\delta\,dx=\int_0^1tb\,dt$, so part (a) yields $Z=2\pi\int_0^1tB\,dt$, which is also $1.976$. A finite-element energy difference between cracked and uncracked slices, using neither $k$ nor $F$, gives $1.975$ after extrapolation; its last mesh halving changed $Z$ by $0.009$. Raising $\nu$ from $0.20$ to $0.35$ at fixed $E'$ leaves $1.975$.

\subsection*{(d) Critical thickness}

Growth is in balance when $G_{ss}=\Gamma$:
\begin{equation}
h_c=\frac{\Gamma E'}{Z\sigma^2}
=\frac{5\times(80\times10^9)}{1.976\,(200\times10^6)^2}\ \mathrm{m}
=5.06\ \mu\mathrm{m}.
\end{equation}
A film of exactly $5\,\mu$m would be critical at a tension of $201$ MPa. Taking logarithms and differentiating at fixed $Z$,
\begin{equation}
\frac{dh_c}{h_c}=\frac{d\Gamma}{\Gamma}+\frac{dE'}{E'}-2\frac{d\sigma}{\sigma}.
\end{equation}
The stress enters twice because stored energy is quadratic in it. A stress 5\% higher gives $4.59\,\mu$m, a fall of 9\%.

Within the model, a long channel does not advance in a thinner film and can run in a thicker one. Starting a crack also requires a suitable flaw, which this steady-state calculation does not describe. As $\sigma\to0$, $h_c$ grows as $\sigma^{-2}$; on a substrate of thickness $H$, force balance requires a mean substrate stress of $-\sigma h/H$, and any bending adds to it at the interface, so the thick-substrate assumption fails well before $h_c$ reaches $H$.

\subsection*{(e) Does the substrate hold?}

At the bottom edge of the channel, $G(h)=\pi F^2\sigma^2h/E'=2G_{ss}$. The factor two arises because $G(a)$ grows linearly and $G_{ss}$ is its average. At $h_c$ the edge carries $10$ J/m$^2$, or $K=0.894$ MPa\,m$^{1/2}$. The substrate fracture energy $\Gamma_s$ must therefore be at least $2\Gamma=10$ J/m$^2$ at this thickness, and proportionally more under a thicker film at the same stress; elastic matching alone does not stop the crack.

For a deeper crack, $a=Ah$ with $A>1$, tension still acts over the film alone. Label uniform loading 1 and film-only loading 2. For face loads $p_1+\lambda p_2$, the released energy $U=\frac12\int p\,\delta\,dx$ obeys $dU/da=(K_1+\lambda K_2)^2/E'$. Its part linear in $\lambda$ is $\frac12\int(p_1\delta_2+p_2\delta_1)dx=\int p_2\delta_1dx$ by reciprocity, so
\begin{equation}
K_2=\frac{E'\sigma}{2K_1}\int_0^h\frac{\partial\delta_1(x,a)}{\partial a}\,dx .
\end{equation}
The opening $\delta_1$ is known from part (c), scaled to depth $a$. Write the released energy as $\sigma^2h^2w(A)/E'$. Then $w(1)=Z$ and $w'(A)=K_2^2/(\sigma^2h)$. For $A=2$ this gives $w=3.651$; finite elements give $3.645$.

With $R=\Gamma_s/\Gamma$, the balance $\sigma^2h^2w/E'=\Gamma h+\Gamma_s(a-h)$ becomes
\begin{equation}
h=\frac{\Gamma E'}{\sigma^2}\,\frac{1+R(A-1)}{w(A)} .
\end{equation}
Because $w'(1)=\pi F^2=2Z$, the logarithmic slope of $h$ at $A=1$ is $R-2$. For $R<2$ a somewhat deeper crack can run in a thinner film. For $R=2$, numerical evaluation at 40 depths up to $A=3$ found no thickness below the $A=1$ value by more than 0.02\%.

For an equally brittle substrate, $R=1$, the minimum lies at $a=1.20h$ and gives $h=4.82\,\mu$m. The crack enters the substrate, yet the critical thickness falls by only 5\%, because the substrate adds no tension of its own while it adds new surface to be paid for.

\subsection*{(f) A glass film on aluminium}

The modulus is roughly that of a silica-like glass film. The fracture energy and the intrinsic tension are assumed values, which depend on how the film is made and should be measured for a real one. Rough alloy values $E=70$ GPa and $\nu=0.33$ give $E'=78.6$ GPa, close to the film, and the metal is far tougher than $10$ J/m$^2$. With the film's $\nu=0.20$, the remaining mismatch changes $Z$ to $1.93$ and $h_c$ to $5.17\,\mu$m, a rise of 2\%. The fall in $Z$ comes from the difference in Poisson ratio; the slightly softer $E'$ of the alloy would by itself raise $Z$ a little. With this mismatch the stress at the crack edge no longer varies exactly as $\rho^{-1/2}$, so the $K$ used below is the matched-substrate value. Yielding at the crack edge breaks the elastic assumption. For a rough yield stress $Y=500$ MPa, moving the effective tip down by half a plane-strain plastic zone, $K^2/(6\pi Y^2)=0.17\,\mu$m, lowers the matched-substrate value of $h_c$ from $5.06$ to about $4.8\,\mu$m. This is an order-of-size estimate and it overstates the effect of that shift, since it counts all the extra released energy as available for fracture. The shift grows as $\sigma^2$, so the extra opening grows as $\sigma^3$; integrating the opening over the load leaves about half the gain after plastic work, which puts $h_c$ nearer $4.9\,\mu$m.

Temperature matters more. A thick substrate imposes its expansion on the film, whose biaxial modulus is $E/(1-\nu)=E'(1+\nu)=96$ GPa. With a rough expansion difference of $22$ ppm/K, warming by $20$ K adds
\begin{equation}
\Delta\sigma=(96\times10^9)(22\times10^{-6})(20)\ \mathrm{Pa}=42\ \mathrm{MPa},
\end{equation}
and the elastic, matched-substrate $h_c$ falls to $3.45\,\mu$m, by about a third; yielding, which weighs more at this higher stress, lowers it somewhat further. If moist air halved the fracture energy, an assumed figure, $h_c$ would be $2.53\,\mu$m at the original stress. A film of $5\,\mu$m therefore has no useful margin here: the thickness should be set by the highest tension and lowest fracture energy expected in manufacture and service, with slow crack growth in moist air taken into account. The values used are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
film tension: 200 MPa
film plane-strain modulus: 80 GPa
film fracture energy: 5.0 J/m^2
edge-crack factor F: 1.1215 (dimensionless)
change of F, 12 to 24 polynomials: 8.0e-07
Z from tip, (pi/2)F^2: 1.9758
Z from crack opening: 1.9758
Z from finite elements, extrapolated: 1.9747
finite-element shift on halving mesh: 0.0087
Z from finite elements, Poisson ratio 0.35: 1.9746
critical thickness h_c: 5.061 um = 5061 nm
h_c with finite-element Z: 5.064 um
stress for h_c of exactly 5 um: 201.2 MPa
K at bottom edge at h_c: 0.894 MPa m^0.5
G at bottom edge at h_c: 10.00 J/m^2
w for crack twice film depth, reciprocity: 3.6508
w for crack twice film depth, finite elements: 3.6451
equally brittle substrate, crack depth/h: 1.200
equally brittle substrate, critical h: 4.820 um
film Poisson ratio (rough): 0.20
aluminium Young modulus (rough): 70 GPa
aluminium Poisson ratio (rough): 0.33
aluminium plane-strain modulus: 78.6 GPa
Z with aluminium substrate: 1.9318
its shift on halving mesh: 0.0092
h_c with aluminium mismatch: 5.174 um
alloy yield stress (rough): 500 MPa
shift of effective tip by yielding: 0.170 um
h_c with shifted tip (rough estimate): 4.79 um
expansion difference (rough): 22 ppm/K
film biaxial modulus: 96 GPa
added tension on warming 20 K: 42.2 MPa
h_c after warming: 3.45 um
h_c if stress is 5% higher: 4.59 um
h_c if fracture energy is halved: 2.53 um
\end{verbatim}
